**Monotonic coupling integrand for two electrons at fixed density**

The program examines the result that \(W_\lambda=\langle V_{ee}\rangle_\lambda-U\) does not increase with coupling \(\lambda\), so that \(W_1\le E_{xc}\le E_x\) and \(T_c=E_{xc}-W_1\ge0\). Here \(U\) is the Hartree energy, \(E_x=W_0\), and \(T_c\) is the kinetic energy at full coupling minus that at zero coupling, all for the same density. Two electrons on a tilted one-dimensional lattice are diagonalised, and Newton inversion finds the potential that keeps their density fixed at each coupling. The program asserts both variational inequalities for every pair of sampled couplings, and asserts that separately built correlated trial functions with the same density lie above the computed minima. It also asserts agreement of the zero-coupling energies with direct orbital formulas, and of \(E_{xc}\) from its definition with the coupling integral. For an interaction that is a sum of one-body terms, it asserts that the kinetic energy does not change within the numerical tolerance. The output gives \(W_1=-17.855\) eV, \(E_{xc}=-16.908\) eV, \(E_x=-12.100\) eV and \(T_c=0.947\) eV.

## Check in Python

```python
# Result under test: at fixed density n, let Psi_lam minimise <T + lam*Vee>.
# Then W_lam = <Vee>_lam - U never increases with lam, and
#   W_1 <= Exc <= Ex,   Tc = Exc - W_1 >= 0.
# U: Hartree energy; Exc = <T+Vee>_1 - Ts - U; Ts = <T>_0; Ex = W_0.
# Model: two electrons (singlet) on a 1D lattice between hard walls.
# Energies are in eV and lengths in angstrom throughout.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, solve

hartree = sc.physical_constants["Hartree energy in eV"][0]
hbar2_2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20      # eV angstrom^2
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10      # eV angstrom

box, spacing, soft, tilt = 6.0, 0.2, 0.5, 0.5
M = int(round(box / spacing)) - 1
x = spacing * np.arange(1, M + 1) - box / 2
hop = hbar2_2m / spacing**2
kin1 = hop * (2 * np.eye(M) - np.eye(M, k=1) - np.eye(M, k=-1))
distance = np.abs(x[:, None] - x[None, :])
repulsion = coulomb / np.sqrt(distance**2 + soft**2)

# Symmetric two-electron basis: one state for each pair of sites i <= j
i, j = np.triu_indices(M)
D = len(i)
p = np.arange(D)
weight = np.where(i == j, 0.5, np.sqrt(0.5))
sym = np.zeros((M * M, D))
sym[i * M + j, p] += weight
sym[j * M + i, p] += weight
kin2 = sym.T @ (np.kron(kin1, np.eye(M)) + np.kron(np.eye(M), kin1)) @ sym
occ = np.zeros((D, M))          # number of electrons on each site
occ[p, i] += 1
occ[p, j] += 1
vee = repulsion[i, j]
pair_distance = distance[i, j]


def ground(diagonal):
    H = kin2 + np.diag(diagonal)
    e, c = eigh(H, subset_by_index=[0, 0])
    c = c[:, 0]
    return H, e[0], c * np.sign(c.sum())


def state_with_density(lam, interaction, v, target):
    """Find the potential whose ground state at coupling lam has the
    target density, by Newton ascent of the concave E[v] - sum(v*target)."""
    H, e, c = ground(lam * interaction + occ @ v)
    for _ in range(60):
        dens = occ.T @ c**2
        miss = target - dens
        if np.abs(miss).max() < 1e-10:
            return v, c
        R = occ * c[:, None]
        A = H - e * np.eye(D) + np.outer(c, c)
        X = solve(A, R - np.outer(c, dens), assume_a="pos")
        response = -2 * R.T @ X
        step = solve(response - np.ones((M, M)), miss)
        old, size = e - v @ target, 1.0
        while True:
            trial = v + size * step
            H, e, c = ground(lam * interaction + occ @ trial)
            if e - trial @ target >= old - 1e-9 or size < 1e-6:
                break
            size /= 2
        v = trial
    raise RuntimeError("density inversion did not converge")


# Reference density: full interaction in the tilted box
v_ext = tilt * x
c_ref = ground(vee + occ @ v_ext)[2]
n = occ.T @ c_ref**2
U = 0.5 * n @ repulsion @ n

# Follow the fixed density from full coupling down to zero
table = [0.0, 0.25, 0.5, 0.75, 1.0]
nodes, gl_weights = np.polynomial.legendre.leggauss(8)
nodes, gl_weights = (nodes + 1) / 2, gl_weights / 2
lams = sorted(table + list(nodes))
T, V, sep, density_error = {}, {}, {}, 0.0
v, previous = v_ext.copy(), 1.0
for lam in reversed(lams):
    guess = v + (previous - lam) * 0.5 * repulsion @ n
    v, c = state_with_density(lam, vee, guess, n)
    previous = lam
    T[lam], V[lam] = c @ kin2 @ c, vee @ c**2
    sep[lam] = pair_distance @ c**2
    density_error = max(density_error, np.abs(occ.T @ c**2 - n).max())
    assert c.min() > 0                  # nodeless on every pair of sites
v_ks = v
W = {lam: V[lam] - U for lam in lams}
F = {lam: T[lam] + lam * V[lam] for lam in lams}

# Zero coupling against direct formulas for the orbital sqrt(n/2)
phi = np.concatenate([[0.0], np.sqrt(n / 2), [0.0]])
Ts_direct = 2 * hop * np.sum(np.diff(phi)**2)
assert abs(T[0.0] - Ts_direct) < 1e-6
assert abs(W[0.0] + U / 2) < 1e-6

# Correlated trial functions with the same density, built without any
# Hamiltonian: |Psi|^2 = a_i a_j K_ij, with a fixed by the density
excess = {lam: np.inf for lam in lams}
for depth in (0.3, 0.6, 0.9):
    for length in (1.0, 3.0):
        K = (1 - depth * np.exp(-distance / length))**2
        a = n / 2
        for _ in range(3000):
            a = np.sqrt(a * (n / 2) / (K @ a))
        c = sym.T @ np.sqrt(a[:, None] * a[None, :] * K).ravel()
        assert np.abs(occ.T @ c**2 - n).max() < 1e-9
        t_trial, v_trial = c @ kin2 @ c, vee @ c**2
        for lam in lams:
            gap = t_trial + lam * v_trial - F[lam]
            excess[lam] = min(excess[lam], gap)
assert min(excess.values()) > 0

# Both variational inequalities for every pair of couplings
for a in lams:
    for b in lams:
        if a != b:
            assert T[a] + a * V[a] < T[b] + a * V[b]
for a, b in zip(lams[:-1], lams[1:]):
    assert W[b] < W[a] and T[b] > T[a]
for a, b in zip(table[:-1], table[1:]):
    assert sep[b] > sep[a]

# Exc from its definition against the coupling integral and its bounds
Ex, W1 = W[0.0], W[1.0]
Exc = F[1.0] - Ts_direct - U
Tc = T[1.0] - Ts_direct
Ec = Exc - Ex
integral = sum(g * W[lam] for g, lam in zip(gl_weights, nodes))
assert abs(integral - Exc) < 1e-4       # eight-point quadrature error
lower = sum(W[lam] for lam in table[1:]) / 4
upper = sum(W[lam] for lam in table[:-1]) / 4
assert lower < Exc < upper
assert W1 < Exc < Ex and Tc > 0
assert abs(Tc - (integral - W1)) < 1e-4

# Exceptional case: an interaction that is a sum of one-body terms
one_body = occ @ (4.0 * np.cos(3 * x / box))
c_add = state_with_density(1.0, one_body, v_ks, n)[1]
T_change = c_add @ kin2 @ c_add - Ts_direct
assert abs(T_change) < 1e-6

print(f"box length {box:.1f} angstrom, lattice spacing {spacing:.1f} angstrom")
print(f"interior lattice points {M}, two-electron basis states {D}")
print(f"softening length {soft:.1f} angstrom, tilt {tilt:.1f} eV/angstrom")
print(f"hbar^2/(2m) = {hbar2_2m:.5f} eV angstrom^2")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV angstrom")
print(f"largest density mismatch per site {density_error:.1e} electrons")
print(f"Hartree energy U = {U:.4f} eV")
print("lambda | T (eV) | Vee (eV) | W (eV) | mean separation (angstrom)")
for lam in table:
    print(f"{lam:.2f} | {T[lam]:.4f} | {V[lam]:.4f} | {W[lam]:.4f}"
          f" | {sep[lam]:.4f}")
a, b = 0.25, 0.75
print(f"pair of couplings a = {a}, b = {b}")
print(f"T_a + a V_a = {T[a] + a * V[a]:.4f} eV")
print(f"T_b + a V_b = {T[b] + a * V[b]:.4f} eV")
print(f"T_b + b V_b = {T[b] + b * V[b]:.4f} eV")
print(f"T_a + b V_a = {T[a] + b * V[a]:.4f} eV")
print(f"(b - a)(V_b - V_a) = {(b - a) * (V[b] - V[a]):.4f} eV")
print(f"best trial function above the minimum, lambda=1: {excess[1.0]:.4f} eV")
print(f"Ts from the orbital sqrt(n/2) = {Ts_direct:.4f} eV")
print(f"Ex = W_0 = {Ex:.4f} eV = {Ex / hartree:.5f} hartree")
print(f"Exc (definition) = {Exc:.4f} eV = {Exc / hartree:.5f} hartree")
print(f"W_1 = {W1:.4f} eV = {W1 / hartree:.5f} hartree")
print(f"Tc = T_1 - Ts = {Tc:.4f} eV = {Tc / hartree:.5f} hartree")
print(f"Ec = Exc - Ex = {Ec:.4f} eV")
print(f"coupling integral of W = {integral:.4f} eV")
print(f"integral minus Exc = {integral - Exc:.1e} eV")
print(f"four-panel lower sum {lower:.4f} eV, upper sum {upper:.4f} eV")
print(f"additive interaction: change of kinetic energy {T_change:.1e} eV")
print("every check passed")
```

Output:

```
box length 6.0 angstrom, lattice spacing 0.2 angstrom
interior lattice points 29, two-electron basis states 435
softening length 0.5 angstrom, tilt 0.5 eV/angstrom
hbar^2/(2m) = 3.80998 eV angstrom^2
e^2/(4 pi eps0) = 14.39965 eV angstrom
largest density mismatch per site 9.2e-11 electrons
Hartree energy U = 24.2003 eV
lambda | T (eV) | Vee (eV) | W (eV) | mean separation (angstrom)
0.00 | 4.0828 | 12.1001 | -12.1001 | 1.7126
0.25 | 4.4677 | 7.5127 | -16.6876 | 2.4662
0.50 | 4.7231 | 6.7817 | -17.4186 | 2.5734
0.75 | 4.8929 | 6.5037 | -17.6966 | 2.6073
1.00 | 5.0303 | 6.3450 | -17.8553 | 2.6234
pair of couplings a = 0.25, b = 0.75
T_a + a V_a = 6.3458 eV
T_b + a V_b = 6.5188 eV
T_b + b V_b = 9.7706 eV
T_a + b V_a = 10.1022 eV
(b - a)(V_b - V_a) = -0.5045 eV
best trial function above the minimum, lambda=1: 1.1355 eV
Ts from the orbital sqrt(n/2) = 4.0828 eV
Ex = W_0 = -12.1001 eV = -0.44467 hartree
Exc (definition) = -16.9078 eV = -0.62135 hartree
W_1 = -17.8553 eV = -0.65617 hartree
Tc = T_1 - Ts = 0.9474 eV = 0.03482 hartree
Ec = Exc - Ex = -4.8077 eV
coupling integral of W = -16.9079 eV
integral minus Exc = -5.8e-05 eV
four-panel lower sum -17.4145 eV, upper sum -15.9757 eV
additive interaction: change of kinetic energy -1.2e-13 eV
every check passed
```
